# Surface stress and the stability of a rippled stressed half-space: a program that tests the result

```python
"""Stability of a rippled elastic half-space with constant surface stress.

Result under test: for a surface h = a cos(kx) the energy change per length is
(a^2 k^2 / 4) D, with
  D = gamma - 3 f s/M + (1-nu) f e_zz - (2/M) (s^2/k + f^2 k),
so the compressive threshold exceeds the tensile one by c f k/2, where
c = 3 in plane strain and c = 2(1+2nu)/(1+nu) for equibiaxial strain.
Symbols: s far stress along x (tension > 0), M = E/(1-nu^2), gamma surface
energy per reference area, f surface stress, e_zz strain along the ridges.
Units: eV and angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import schur
from scipy.optimize import brentq


def ritz_parts(s, f, gamma, M, nu, k, ezz=0.0, slope=1e-3, modes=4, pts=64):
    """Geometric and relaxation parts of D, by minimizing the energy of the
    actual rippled domain over equilibrium fields that decay with depth."""
    young = M * (1 - nu**2)
    mu = young / (2 * (1 + nu))
    lam = 2 * mu * nu / (1 - 2 * nu)
    exx, eyy = np.linalg.solve([[lam + 2 * mu, lam], [lam, lam + 2 * mu]],
                               [s - lam * ezz, -lam * ezz])
    a = slope / k
    x = 2 * np.pi / k * np.arange(pts) / pts
    y = a * np.cos(k * x)
    hp = -a * k * np.sin(k * x)
    ds = np.sqrt(1 + hp**2)
    tx, ty, nx, ny = 1 / ds, hp / ds, -hp / ds, 1 / ds
    disp, trac, load = [], [], []
    for n in range(1, modes + 1):
        q = n * k
        C = np.cos(q * x) * np.exp(q * y)
        S = np.sin(q * x) * np.exp(q * y)
        fields = [
            (-S, C, -q * C, q * C, -2 * q * S),
            (q * y * S, (3 - 4 * nu - q * y) * C, q**2 * y * C,
             q * (2 - 4 * nu - q * y) * C,
             q * (-2 + 4 * nu + 2 * q * y) * S)]
        for ux, uy, vxx, vyy, gxy in fields:
            sxx = lam * (vxx + vyy) + 2 * mu * vxx
            syy = lam * (vxx + vyy) + 2 * mu * vyy
            sxy = mu * gxy
            disp.append((ux, uy))
            trac.append((sxx * nx + sxy * ny, sxy * nx + syy * ny))
            stretch = vxx * tx**2 + vyy * ty**2 + gxy * tx * ty
            load.append(np.mean(ds * (s * nx * ux + f * stretch)))
    K = np.array([[np.mean(ds * (t[0] * u[0] + t[1] * u[1]))
                   for u in disp] for t in trac])
    # Reciprocity holds only if the trial fields are in equilibrium.
    assert np.allclose(K, K.T, rtol=1e-9, atol=1e-10 * abs(K).max())
    load = np.array(load)
    relax = -0.5 * load @ np.linalg.solve(K, load)
    local = gamma + f * (exx * tx**2 + eyy * ty**2 + ezz)
    geom = np.mean(ds * local) - (gamma + f * (exx + ezz))
    scale = 4 / (a * k)**2
    return geom * scale, relax * scale


def impedance(Q, R, T):
    """Surface traction = k Z u for fields decaying into the half-space."""
    Ti = np.linalg.inv(T)
    H = np.block([[-1j * Ti @ R.T, Ti],
                  [Q - R @ Ti @ R.T, -1j * R @ Ti]])
    _, U, count = schur(H, output='complex', sort='rhp')
    assert count == 2
    return U[2:, :2] @ np.linalg.inv(U[:2, :2])


def thresholds(c, f, gamma, M, k):
    """Derived magnitudes of tensile and compressive threshold stress."""
    half = c * f * k / 4
    root = np.sqrt(half**2 + M * gamma * k / 2 - f**2 * k**2)
    return root - half, root + half


# Derived D against the Ritz energy, with all terms of comparable size.
worst = 0.0
for nu_t in (0.0, 0.2, 0.3, 0.45):
    for s_t in (0.4, -0.4):
        for ezz_t in (0.0, 0.25):
            f_t, g_t, M_t, k_t = 0.3, 0.7, 1.3, 0.8
            geom, relax = ritz_parts(s_t, f_t, g_t, M_t, nu_t, k_t, ezz_t)
            beta = (1 - 2 * nu_t) / (1 - nu_t)
            e1 = s_t / M_t - nu_t * ezz_t
            e2 = -nu_t / (1 - nu_t) * (e1 + ezz_t)
            geom_f = g_t + f_t * (2 * e2 - e1 + ezz_t)
            relax_f = -2 / M_t * (s_t**2 / k_t + beta * s_t * f_t
                                  + f_t**2 * k_t)
            D_f = (g_t - 3 * f_t * s_t / M_t + (1 - nu_t) * f_t * ezz_t
                   - 2 / M_t * (s_t**2 / k_t + f_t**2 * k_t))
            worst = max(worst, abs(geom - geom_f), abs(relax - relax_f),
                        abs(geom + relax - D_f))
assert worst < 2e-5   # finite slope 1e-3 leaves errors of order 1e-6

# Worked example: rough parameters in the regime of nickel.
young, nu, gamma, f = 1.25, 0.30, 0.125, 0.15
wavelength = 20000.0
k = 2 * np.pi / wavelength
M = young / (1 - nu**2)
GPa = constants.e / 1e-30 / 1e9
c_bi = 2 * (1 + 2 * nu) / (1 + nu)
tens, comp = thresholds(3, f, gamma, M, k)
tens_bi, comp_bi = thresholds(c_bi, f, gamma, M, k)
s_ref = np.sqrt(M * gamma * k / 2)
gap = comp - tens


def ritz_D(s, q=k, biaxial=False, f_val=f):
    ezz = s * (1 - nu) / young if biaxial else 0.0
    return sum(ritz_parts(s, f_val, gamma, M, nu, q, ezz))


for biaxial, pair in ((False, (tens, comp)), (True, (tens_bi, comp_bi))):
    num_t = brentq(ritz_D, 0, 3 * s_ref, args=(k, biaxial), xtol=1e-14)
    num_c = -brentq(ritz_D, -3 * s_ref, 0, args=(k, biaxial), xtol=1e-14)
    assert abs(num_t / pair[0] - 1) < 1e-5
    assert abs(num_c / pair[1] - 1) < 1e-5
    assert abs((num_c - num_t) / (pair[1] - pair[0]) - 1) < 1e-3
    if not biaxial:
        ritz_gap = num_c - num_t

# Shorter waves of a periodic surface are still stable at these thresholds.
for s in (tens, -comp):
    assert min(ritz_D(s, n * k) for n in (2, 3, 5, 10)) > 0
# A sufficiently long wave is unstable even at a small stress of either sign.
assert max(ritz_D(s, k / 1000) for s in (0.1 * s_ref, -0.1 * s_ref)) < 0


def critical_k(s):
    B = M * gamma - 3 * f * s
    return 4 * s**2 / (B + np.sqrt(B**2 - 16 * f**2 * s**2))


k_t, k_c = critical_k(s_ref), critical_k(-s_ref)
assert abs(ritz_D(s_ref, k_t)) < 1e-5 * gamma
assert abs(ritz_D(-s_ref, k_c)) < 1e-5 * gamma

# Replacing gamma by gamma + f e_xx alone, without the other linear terms.
naive = np.roots([-2 / (M * k), f / M, gamma]).real
naive_gap = -naive.min() - naive.max()
assert naive_gap * ritz_gap < 0
assert abs(naive_gap / (-f * k / 2) - 1) < 1e-6

# Finite-strain elasticity: quadratic energy in Lagrange strain, softened by
# a factor (1 - b tr E); the pressure derivative of the bulk modulus is 3b.
mu = young / (2 * (1 + nu))
lam = 2 * mu * nu / (1 - 2 * nu)
b, ls, ms, L = sp.symbols('b lam mu L')


def energy_density(F):
    E = (F.T * F - sp.eye(3)) / 2
    tr = E.trace()
    return (ls * tr**2 / 2 + ms * (E * E).trace()) * (1 - b * tr)


W_h = energy_density(sp.exp(L / 3) * sp.eye(3))
pressure = -sp.exp(-L) * sp.diff(W_h, L)
bulk = -sp.diff(pressure, L)
B_prime = (sp.diff(bulk, L) / sp.diff(pressure, L)).subs(L, 0)
assert sp.simplify(B_prime - 3 * b) == 0

F11, F12, F21, F22 = comps = sp.symbols('F11 F12 F21 F22')
W = energy_density(sp.Matrix([[F11, F12, 0], [F21, F22, 0], [0, 0, 1]]))
grad = [sp.diff(W, v) for v in comps]
hess = [[sp.diff(g, v) for v in comps] for g in grad]
grad_fn = sp.lambdify((*comps, b, ls, ms), grad, 'numpy', cse=True)
hess_fn = sp.lambdify((*comps, b, ls, ms), hess, 'numpy', cse=True)


def finite_strain_D(l1, q, f_val, b_val):
    """D and nominal stress for stretch l1, without small-strain steps."""
    l2 = brentq(lambda v: grad_fn(l1, 0, 0, v, b_val, lam, mu)[3],
                0.95, 1.05, xtol=1e-15)
    stress = grad_fn(l1, 0, 0, l2, b_val, lam, mu)[0]
    A = np.array(hess_fn(l1, 0, 0, l2, b_val, lam, mu), float)
    A = A.reshape(2, 2, 2, 2)
    Z = impedance(A[:, 0, :, 0], A[:, 0, :, 1], A[:, 1, :, 1])
    stiff = Z / q + np.diag([0, f_val / l1])
    force = np.array([-1j * stress / q, f_val * l2 / l1])
    relax = (force.conj() @ np.linalg.solve(stiff, force)).real
    return gamma - f_val + f_val * l2**2 / l1 - relax, stress


def finite_strain_gap(q, f_val, b_val):
    found = []
    for lo, hi in ((1.0, 1.02), (0.98, 1.0)):
        l1 = brentq(lambda v: finite_strain_D(v, q, f_val, b_val)[0],
                    lo, hi, xtol=1e-15)
        found.append(finite_strain_D(l1, q, f_val, b_val)[1])
    return -found[1] - found[0]


Bp_rough = 5.0
gaps = {}
for Bp in (0.0, Bp_rough):
    off = finite_strain_gap(k, 0.0, Bp / 3)
    on = finite_strain_gap(k, f, Bp / 3)
    gaps[Bp] = (off, on)
    # Surface stress adds its own share whatever the elastic nonlinearity.
    assert abs((on - off) / gap - 1) < 5e-3
half_k = finite_strain_gap(k / 2, 0.0, Bp_rough / 3)
assert abs(gaps[Bp_rough][0] / half_k - 2) < 0.02

# Half-space compliances from the impedance, isotropic case.
beta = (1 - 2 * nu) / (1 - nu)
Z_iso = impedance(np.diag([lam + 2 * mu, mu]),
                  np.array([[0, lam], [mu, 0]]), np.diag([mu, lam + 2 * mu]))
S_iso = np.linalg.inv(Z_iso) * M
assert np.allclose(np.diag(S_iso), 2, atol=1e-6)
assert abs(abs(S_iso[0, 1]) - beta) < 1e-6

# Cubic crystal, cube-face surface, ripple along a cube axis; rough constants.
C11, C12, C44 = 1.56, 0.94, 0.78
S_cub = np.linalg.inv(impedance(np.diag([C11, C44]),
                                np.array([[0, C12], [C44, 0]]),
                                np.diag([C44, C11])))
M_cub = C11 - C12**2 / C11


def cubic_D(s):
    exx = s / M_cub
    eyy = -C12 / C11 * exx
    force = np.array([-1j * s / k, f])
    return (gamma + f * (2 * eyy - exx)
            - k * (force.conj() @ S_cub @ force).real)


cub_t = brentq(cubic_D, 0, 3 * s_ref, xtol=1e-15)
cub_c = -brentq(cubic_D, -3 * s_ref, 0, xtol=1e-15)

# Other neglected effects, from rough inputs.
yield_stress = 1.0 / GPa
expansion = 1.3e-5
surface_modulus = 1.0
strain = s_ref / M
dT = gap / (young * expansion / (1 - nu))
depth = np.log(100) / k

print(f"Young modulus (rough input) = {young:.3f} eV/A^3")
print(f"Poisson ratio (rough input) = {nu:.2f}")
print(f"plane-strain modulus M = {M:.4f} eV/A^3")
print(f"surface energy gamma (rough input) = {gamma:.3f} eV/A^2")
print(f"surface stress f (rough input) = {f:.3f} eV/A^2")
print(f"ripple wavelength (input) = {wavelength:.0f} A")
print(f"wavenumber k = {k:.5e} 1/A")
print(f"cross-compliance factor beta = {beta:.4f}")
print(f"geometric linear coefficient = {-(1+nu)/(1-nu):.4f}")
print(f"relaxation linear coefficient = {-2*beta:.4f}")
print(f"largest error of D in Ritz test = {worst:.1e} (test units)")
print(f"threshold without surface stress = {s_ref:.6e} eV/A^3")
print(f"strain at that threshold = {100*strain:.4f} percent")
print(f"tensile threshold = {tens:.6e} eV/A^3 = {tens*GPa:.4f} GPa")
print(f"compressive threshold = {comp:.6e} eV/A^3 = {comp*GPa:.4f} GPa")
print(f"gap, compressive - tensile = {gap:.4e} eV/A^3"
      f" = {gap*GPa*1000:.2f} MPa")
print(f"gap from Ritz thresholds = {ritz_gap:.4e} eV/A^3")
print(f"gap / threshold without f = {100*gap/s_ref:.3f} percent")
print(f"gap if only gamma + f e_xx is used = {naive_gap:.4e} eV/A^3")
print(f"f^2 term 2 f^2 k/(M gamma) = {2*f**2*k/(M*gamma):.2e}")
print(f"equibiaxial coefficient c = {c_bi:.4f}")
print(f"equibiaxial tensile threshold = {tens_bi:.6e} eV/A^3")
print(f"equibiaxial compressive threshold = {comp_bi:.6e} eV/A^3")
print(f"equibiaxial gap = {comp_bi-tens_bi:.4e} eV/A^3")
print(f"critical wavelength, tension = {2*np.pi/k_t:.1f} A")
print(f"critical wavelength, compression = {2*np.pi/k_c:.1f} A")
print("Neglected effects (nominal stress, undeformed wavelength):")
for Bp, (off, on) in gaps.items():
    print(f"B'={Bp:.0f}: finite-strain gap, f=0 = {off:.4e} eV/A^3")
    print(f"B'={Bp:.0f}: finite-strain gap, with f = {on:.4e} eV/A^3")
    print(f"B'={Bp:.0f}: share added by f = {on-off:.4e} eV/A^3")
print(f"gap ratio for f=0, k against k/2 = {gaps[Bp_rough][0]/half_k:.4f}")
print(f"cubic C11, C12, C44 (rough) = {C11}, {C12}, {C44} eV/A^3")
print(f"cubic tensile threshold = {cub_t:.6e} eV/A^3")
print(f"cubic compressive threshold = {cub_c:.6e} eV/A^3")
print(f"cubic gap = {cub_c-cub_t:.4e} eV/A^3")
print(f"cubic gap/(f k) = {(cub_c-cub_t)/(f*k):.4f}")
print(f"surface modulus (rough input) = {surface_modulus:.1f} eV/A^2")
print(f"relative change of f by strain = {surface_modulus*strain/f:.4f}")
print(f"yield stress (rough input) = {yield_stress:.3e} eV/A^3")
print(f"tensile threshold / yield stress = {tens/yield_stress:.3f}")
print(f"thermal expansion (rough input) = {expansion:.1e} 1/K")
print(f"clamped temperature change equal to gap = {dT:.2f} K")
print(f"depth where exp(-k depth) = 0.01: {depth:.0f} A")
print("checks complete")
```

It prints:

```
Young modulus (rough input) = 1.250 eV/A^3
Poisson ratio (rough input) = 0.30
plane-strain modulus M = 1.3736 eV/A^3
surface energy gamma (rough input) = 0.125 eV/A^2
surface stress f (rough input) = 0.150 eV/A^2
ripple wavelength (input) = 20000 A
wavenumber k = 3.14159e-04 1/A
cross-compliance factor beta = 0.5714
geometric linear coefficient = -1.8571
relaxation linear coefficient = -1.1429
largest error of D in Ritz test = 5.8e-07 (test units)
threshold without surface stress = 5.193370e-03 eV/A^3
strain at that threshold = 0.3781 percent
tensile threshold = 5.157933e-03 eV/A^3 = 0.8264 GPa
compressive threshold = 5.228619e-03 eV/A^3 = 0.8377 GPa
gap, compressive - tensile = 7.0686e-05 eV/A^3 = 11.33 MPa
gap from Ritz thresholds = 7.0686e-05 eV/A^3
gap / threshold without f = 1.361 percent
gap if only gamma + f e_xx is used = -2.3562e-05 eV/A^3
f^2 term 2 f^2 k/(M gamma) = 8.23e-05
equibiaxial coefficient c = 2.4615
equibiaxial tensile threshold = 5.164238e-03 eV/A^3
equibiaxial compressive threshold = 5.222236e-03 eV/A^3
equibiaxial gap = 5.7999e-05 eV/A^3
critical wavelength, tension = 19726.1 A
critical wavelength, compression = 20270.6 A
Neglected effects (nominal stress, undeformed wavelength):
B'=0: finite-strain gap, f=0 = -6.0507e-05 eV/A^3
B'=0: finite-strain gap, with f = 1.0174e-05 eV/A^3
B'=0: share added by f = 7.0681e-05 eV/A^3
B'=5: finite-strain gap, f=0 = -1.7758e-05 eV/A^3
B'=5: finite-strain gap, with f = 5.2917e-05 eV/A^3
B'=5: share added by f = 7.0675e-05 eV/A^3
gap ratio for f=0, k against k/2 = 1.9996
cubic C11, C12, C44 (rough) = 1.56, 0.94, 0.78 eV/A^3
cubic tensile threshold = 5.159328e-03 eV/A^3
cubic compressive threshold = 5.257618e-03 eV/A^3
cubic gap = 9.8291e-05 eV/A^3
cubic gap/(f k) = 2.0858
surface modulus (rough input) = 1.0 eV/A^2
relative change of f by strain = 0.0252
yield stress (rough input) = 6.242e-03 eV/A^3
tensile threshold / yield stress = 0.826
thermal expansion (rough input) = 1.3e-05 1/K
clamped temperature change equal to gap = 3.04 K
depth where exp(-k depth) = 0.01: 14659 A
checks complete
```
